# Anomalous velocity, phase-space density and the intrinsic Hall conductivity, derived twice

A magnetised conducting film carries a current along $x$, and a voltage appears along $y$ with no magnetic field applied. There is then no orbital Lorentz force from an external field. What can push electrons sideways? Part of the answer lies in how the Bloch states change with wavevector. This part, the intrinsic anomalous Hall conductivity, is derived below from wave packets and again from perturbation theory. The first route also shows how a magnetic field alters the density of states; exact Landau levels confirm this independently.

## Conventions

The carrier charge is $-e$, with $e>0$. Vectors are written without bold type. One nondegenerate band has energy $\varepsilon(k)$ and cell-periodic states $|u_k\rangle$, with $H_k|u\rangle=\varepsilon|u\rangle$. Derivatives $\nabla$ and $\partial_a$ act on $k$ unless marked. The Berry connection and curvature are

$$\mathcal A=i\langle u|\nabla u\rangle,\qquad \Omega=\nabla\times\mathcal A=i\langle\nabla u|\times|\nabla u\rangle .$$

The electromagnetic potentials are $a(r,t)$ and $\phi(r,t)$, so $B=\nabla_r\times a$ and $E=-\nabla_r\phi-\partial_ta$. Fields are weak and vary little across a packet; $B$ is uniform in space.

## First derivation: wave packets

**Position.** Take first $a=0$ and $|W\rangle=\int dk\,w(k,t)e^{ik\cdot r}|u_k\rangle$, with $w=|w|e^{-i\gamma}$ normalised and sharply peaked. Since $r\,e^{ik\cdot r}=-i\nabla e^{ik\cdot r}$, integration by parts gives

$$\langle r\rangle=\int dk\,\left[w^*i\nabla w+|w|^2\mathcal A\right]=\int dk\,|w|^2(\nabla\gamma+\mathcal A).$$

The term $i|w|\nabla|w|$ is a total derivative and drops out. Hence the centre is $r=\nabla\gamma+\mathcal A$, evaluated at the central wavevector.

**Lagrangian.** With a vector potential, the local states are $e^{iq\cdot r}|u_k\rangle$, where $\hbar k=\hbar q+ea(r)$ uses the potential at the centre. The time-dependent variational principle uses $L=\langle W|i\hbar\partial_t-H|W\rangle$. The phase of $w$ contributes

$$\hbar\,\partial_t\gamma=\hbar\dot\gamma-\hbar\dot q\cdot\nabla\gamma=\hbar\dot\gamma-\hbar\dot q\cdot(r-\mathcal A),$$

and the motion of $a$ inside $|u_k\rangle$ contributes $e\dot a\cdot\mathcal A$. The two connection terms add to $\hbar\dot k\cdot\mathcal A$. Also $-\hbar\dot q\cdot r$ equals $\hbar q\cdot\dot r$ up to a total time derivative. Inserting $\hbar q=\hbar k-ea$,

$$L=\hbar k\cdot\dot r+\hbar\dot k\cdot\mathcal A-e\dot r\cdot a+e\phi-\tilde\varepsilon(k).$$

**Energy.** The variation of $a$ across the packet is, in a suitable local gauge, $\delta a=\tfrac12B\times(\hat r-r)$. It adds $e\langle\hat v\cdot\delta a\rangle=\tfrac e2B\cdot\langle(\hat r-r)\times\hat v\rangle$, which is $-m\cdot B$ with $m=-\tfrac e2\langle(\hat r-r)\times\hat v\rangle$.

To evaluate $m$, let $Q=1-|u\rangle\langle u|$. Acting on the packet, $\hat r-r$ gives $iQ|\nabla u\rangle$ plus terms within the band. For a narrow packet with smooth phase the latter leave $\int\nabla|w|^2\times\nabla\varepsilon$, which vanishes by parts, and corrections of second order in the packet width. With $\hat v=\nabla H_k/\hbar$, and $Q(\nabla H_k)|u\rangle=-(H_k-\varepsilon)|\nabla u\rangle$ from differentiating the eigenvalue equation,

$$\tilde\varepsilon=\varepsilon-m\cdot B,\qquad m=-\frac{ie}{2\hbar}\langle\nabla u|\times(H_k-\varepsilon)|\nabla u\rangle .$$

**Equations of motion.** Varying $r$ gives

$$\hbar\dot k=e\partial_ta+e(\dot r\cdot\nabla_r)a-e\nabla_r(\dot r\cdot a)+e\nabla_r\phi .$$

The two middle terms are $-e\dot r\times B$. Varying $k$ gives

$$\hbar\dot r=\nabla\tilde\varepsilon+\hbar\left[(\dot k\cdot\nabla)\mathcal A-\nabla(\dot k\cdot\mathcal A)\right],$$

whose bracket is $-\dot k\times\Omega$. Therefore

$$\dot r=v-\dot k\times\Omega,\qquad \hbar\dot k=-eE-e\dot r\times B,\qquad v=\nabla\tilde\varepsilon/\hbar .$$

The term $-\dot k\times\Omega$ is the anomalous velocity. It mirrors the Lorentz force, with curvature acting in $k$ space as $B$ acts in real space.

**Decoupling.** Substitute $\dot k$ into $\dot r$ and use $(\dot r\times B)\times\Omega=B(\dot r\cdot\Omega)-\dot r(B\cdot\Omega)$. Since $\dot k\times\Omega$ is perpendicular to $\Omega$, $\dot r\cdot\Omega=v\cdot\Omega$. Thus

$$D\dot r=v+\frac e\hbar E\times\Omega+\frac e\hbar(v\cdot\Omega)B,\qquad D=1+\frac e\hbar B\cdot\Omega .$$

Substituting the other way, with $(\dot k\times\Omega)\times B=\Omega(\dot k\cdot B)-\dot k(\Omega\cdot B)$ and $\dot k\cdot B=-(e/\hbar)E\cdot B$,

$$D\dot k=-\frac e\hbar E-\frac e\hbar v\times B-\frac{e^2}{\hbar^2}(E\cdot B)\Omega .$$

**Density of states.** Take the divergences. Faraday's law gives $\nabla_r\cdot(E\times\Omega)=\Omega\cdot(\nabla_r\times E)=-\Omega\cdot\partial_tB$, and $v$ does not depend on $r$. In $k$ space, $\nabla\cdot(v\times B)=B\cdot(\nabla\times v)=0$, and $\nabla\cdot\Omega=0$ away from degeneracies. Hence

$$\partial_tD+\nabla_r\cdot(D\dot r)+\nabla\cdot(D\dot k)=-\frac e\hbar\Omega\cdot\partial_tB+\frac e\hbar\Omega\cdot\partial_tB=0 .$$

A volume $\delta V=\delta r\,\delta k$ moving with the packets therefore keeps $D\,\delta V$ constant. Switch $B$ on from zero. The number of states in the volume is unchanged, it began as $\delta V_0/(2\pi)^d$, and $D$ began at 1. The density of states is thus $D/(2\pi)^d$ in $d$ dimensions, to first order in $B$.

**Hall current.** In a uniform system $j=-e\int\frac{d^dk}{(2\pi)^d}\,D f\dot r$. At $B=0$, with the equilibrium occupation $f(\varepsilon)$,

$$j=-\frac e\hbar\int\frac{d^dk}{(2\pi)^d}f\nabla\varepsilon-\frac{e^2}{\hbar}E\times\int\frac{d^dk}{(2\pi)^d}f\Omega .$$

The first integrand is the gradient of a function of $\varepsilon$ and integrates to zero. Summed over bands, the second gives

$$\sigma_{ab}=-\frac{e^2}{\hbar}\epsilon_{abc}\int\frac{d^dk}{(2\pi)^d}f\Omega_c,\qquad \sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}f\Omega_z\ \ (d=2).$$

The density factor is not the origin of this current: $D=1$ when $B=0$. At finite $B$, the $D$ in the measure cancels the $1/D$ in $\dot r$.

## Second derivation: perturbation theory

Now use no packet and no position operator. A uniform field is described by $a(t)$, so each electron keeps its $q$ while $k$ moves at $\dot k=-eE/\hbar$. The field is turned on slowly. Write the state that starts in band $n$ as a phase times $|u_n\rangle+\sum_{m\ne n}c_m|u_m\rangle$. Projecting the Schrödinger equation on $|u_m\rangle$, to first order in $\dot k$,

$$\varepsilon_nc_m+i\hbar\dot k_b\langle u_m|\partial_bu_n\rangle=\varepsilon_mc_m .$$

The term $i\hbar\dot c_m$ has been dropped because it contains a second slow derivative. Thus $c_m=i\hbar\dot k_b\langle u_m|\partial_bu_n\rangle/(\varepsilon_m-\varepsilon_n)$.

The velocity operator is $\partial_aH_k/\hbar$. Differentiating the eigenvalue equation gives $\langle u_n|\partial_aH_k|u_m\rangle=(\varepsilon_n-\varepsilon_m)\langle\partial_au_n|u_m\rangle$. The energy denominators cancel:

$$\langle v_a\rangle=\frac{\partial_a\varepsilon_n}{\hbar}-\left[i\dot k_b\sum_{m\ne n}\langle\partial_au_n|u_m\rangle\langle u_m|\partial_bu_n\rangle+\text{c.c.}\right].$$

Including $m=n$ in the sum changes nothing, since that term is $\mathcal A_a\mathcal A_b$, which is real, and its product with $i$ cancels against the conjugate. Completeness then leaves

$$\langle v_a\rangle=\frac{\partial_a\varepsilon_n}{\hbar}-i\dot k_b\left(\langle\partial_au_n|\partial_bu_n\rangle-\langle\partial_bu_n|\partial_au_n\rangle\right)=\frac{\partial_a\varepsilon_n}{\hbar}-(\dot k\times\Omega)_a .$$

The last step uses $i(\langle\partial_au|\partial_bu\rangle-\langle\partial_bu|\partial_au\rangle)=\epsilon_{abc}\Omega_c$. Multiplying by $-ef$ and summing over states returns the same $\sigma_{ab}$. This route shows what the anomalous velocity is: the field mixes a little of the other bands into the state, and the interference carries a transverse current.

## A gapped Dirac surface

Consider

$$H=\hbar v_0(k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z,\qquad \varepsilon=\sqrt{(\hbar v_0k)^2+\Delta^2},\qquad\Delta>0 .$$

For a two-band Hamiltonian $h\cdot\sigma$, the upper-band curvature is $-h\cdot(\partial_xh\times\partial_yh)/(2|h|^3)$. Here the triple product is $(\hbar v_0)^2\Delta$, so

$$\Omega_c=-\frac{(\hbar v_0)^2\Delta}{2\varepsilon^3},\qquad \Omega_v=-\Omega_c,\qquad m_c=\frac e\hbar\varepsilon\,\Omega_c .$$

The moment follows because $H-\varepsilon=-2\varepsilon$ on the lower state.

With $k\,dk=\varepsilon\,d\varepsilon/(\hbar v_0)^2$, the filled lower cone has

$$\int\frac{d^2k}{(2\pi)^2}\Omega_v=\frac{\Delta}{4\pi}\int_\Delta^\infty\frac{d\varepsilon}{\varepsilon^2}=\frac1{4\pi},$$

hence $\sigma_{xy}=-e^2/2h$. Electrons between $\Delta$ and the Fermi energy $\varepsilon_F$ contribute $+(e^2/2h)(1-\Delta/\varepsilon_F)$. At zero temperature the sum is

$$\sigma_{xy}=-\frac{e^2}{2h}\frac{\Delta}{\varepsilon_F}.$$

It tends to half a quantum as $\varepsilon_F\to\Delta$, and to zero as $\Delta\to0$ at fixed $\varepsilon_F$. The half quantum belongs to a single continuum cone.

**Landau levels confirm the density factor.** Let $b=eB/\hbar$. The operators $\pi_i=p_i+ea_i$ obey $[\pi_x,\pi_y]=-i\hbar^2b$, so for $b>0$ the combination $\pi_x-i\pi_y$ lowers the level index. The energies are $\pm\sqrt{\Delta^2+2N(\hbar v_0)^2b}$ for $N\ge1$, plus one unpaired level at $-\Delta$. For $b<0$ the unpaired level sits at $+\Delta$. Each level holds $|b|/2\pi$ states per area. When temperature smooths the occupation, the trapezoidal rule turns the sum over $N$ into the zero-field integral, minus half of the $N=0$ term for $b>0$ and plus half for $b<0$. The conduction density $n_c$ thus has slope

$$\frac{\partial n_c}{\partial b}=-\frac{f(\Delta)}{4\pi}.$$

Wave packets give $\int\frac{d^2k}{(2\pi)^2}[\Omega_cf-\varepsilon\Omega_cf']$, the second term coming from the energy $-mB$. Inserting $\Omega_c$ and integrating by parts,

$$-\frac{\Delta}{4\pi}\int_\Delta^\infty\frac f{\varepsilon^2}d\varepsilon+\frac\Delta{4\pi}\left[-\frac{f(\Delta)}\Delta+\int_\Delta^\infty\frac f{\varepsilon^2}d\varepsilon\right]=-\frac{f(\Delta)}{4\pi}.$$

The results agree, and both the density factor and the moment are needed. For the parameters below, with chemical potential 45 meV and $k_BT=5$ meV, both calculations give $-0.0758$; the density factor supplies $-0.0249$ and the moment $-0.0509$.

**In a gap**, with $k_BT$ far below the distance from the chemical potential to the band edges, $f'=0$, and the density response becomes $\partial(-en)/\partial B=-(e^2/\hbar)\int f\Omega_z\,d^2k/(2\pi)^2=\sigma_{xy}$. A complete lattice band with Berry flux $2\pi C$ should therefore gain $C$ states per flux quantum. A two-band lattice with $C=1$, 12 cells and one flux quantum has 13 states below its gap, as required.

## Numbers for a film surface

Take $\hbar v_0=0.30$ eV nm, $\Delta=30$ meV, $\varepsilon_F=80$ meV, 10 K and a mobility of 2000 cm²/Vs. Then $k_F=\sqrt{80^2-30^2}/300=0.247$ nm⁻¹, and the electron density is $k_F^2/4\pi$, or $4.9\times10^{11}$ cm⁻².

The curvature at $k=0$ is $-0.30^2/(2\times0.030^2)=-50$ nm². At 1 T, $e B/\hbar=1.52\times10^{-3}$ nm⁻², so $D=1-0.076=0.924$ there, but 0.996 at $k_F$. When packets starting near the band bottom were followed while $B$ rose to 3 T, their phase-space volume grew by a factor 1.2529, equal to $1/D$ at the final wavevector.

In a field of 10 V/cm along $x$, a conduction electron at $k=0.071$ nm⁻¹ should acquire $-(e/\hbar)E_x\Omega_c=41.26$ m/s along $+y$. Direct integration of the Schrödinger equation gives the same value to these digits.

The Hall conductivity is

$$\sigma_{xy}=(-0.5000+0.3125)\frac{e^2}h=-0.1875\times38.74\ \mu\text S=-7.26\ \mu\text S .$$

A Green-function calculation with weak, structureless broadening gives $-0.1875\,e^2/h$ as well. The longitudinal conductivity is 156 μS, so the intrinsic ratio $|\sigma_{xy}|/\sigma_{xx}$ is 0.047.

Disorder adds contributions that need care. For weak Gaussian short-range scatterers, summing only the noncrossing ladder diagrams gives $-0.846\,e^2/h$, which is 4.5 times the intrinsic value. Doubling the weak scattering rate changed this sum by less than 1%. The ladder sum is not the full answer, however. Diagrams in which one pair of impurity lines cross are of the same order, and they cancel most of the excess. With them the total for this disorder is

$$\sigma_{xy}=-\frac{8\varepsilon_F\Delta^3}{(\varepsilon_F^2+3\Delta^2)^2}\frac{e^2}h=-0.209\,\frac{e^2}h,$$

or 1.11 times the intrinsic value. The remaining difference does not vanish as the scattering becomes weaker. Non-Gaussian skew scattering is left out.

Some other corrections, each taken alone, are:

- At fixed chemical potential, 10 K changes the intrinsic value by 0.04%.
- Hexagonal warping of 0.10 eV nm³ changes it by 0.06% at fixed $\varepsilon_F$.
- Real surfaces also have an electron-hole asymmetry. Adding $\alpha k^2$ to both energies, with $\alpha=0.1$ eV nm², raises the magnitude of the intrinsic value by 7% at fixed $\varepsilon_F$, provided the lower cone is kept full. Taken literally, the added term would lift the lower band above $\varepsilon_F$ beyond $k=3.2$ nm⁻¹, far outside the range where this expansion in $k$ is meant to hold.
- A stray field of 0.1 T adds an ordinary Hall conductivity of magnitude 3.1 μS, 43% of the intrinsic one.
- Interband tunnelling has probability $\exp(-\pi\Delta^2/\hbar v_0eE)$ for a path through $k=0$. The exponent reaches one at 94 kV/cm and is about 9400 at 10 V/cm.

These parameters lie in the rough regime of a magnetically doped topological-insulator film. The mobility is optimistic: a few hundred cm²/Vs is, roughly, more usual. With $\tau$ the transport time deduced from the mobility, $\hbar/2\tau$ is 4.3 meV here. For weak scalar short-range scatterers this $\tau$ is 1.6 times the lifetime of a Bloch state, so the level broadening is about 7 meV. Both estimates scale inversely with mobility, so at 200 cm²/Vs even the smaller would be 43 meV, larger than $\Delta$, and the weak-disorder picture would fail. A film also has two surfaces, whose contributions must be added. The neglect of scattering also remains a serious assumption: the total of $-0.209\,e^2/h$, about $-8.1$ μS, is the limit of vanishing scattering rate for Gaussian short-range disorder, and other kinds of disorder can give a different value. At the mobility used here, $\hbar$ divided by the Bloch-state lifetime is about $0.17\,\varepsilon_F$, so corrections to that limit can exceed the 11% difference from the intrinsic value.

## What each derivation assumes

Both derivations need a band separated from its neighbours and a field too weak to cause transitions. Both use the equilibrium occupation in the Hall term, and so omit scattering contributions.

The wave-packet route assumes in addition a packet narrow in $k$ and fields that are smooth across its width in space. In return it treats position, $E$ and $B$ together and yields $D$. It is first order in $B$: at $k=0$ in the example, $D$ would reach zero near 13 T, and the expansion has failed well before that. Within its range the factor must be kept together with the orbital moment. With the moment included, at 0.2 T, for the level at 49.9 meV, the packet's cyclotron frequency differs from the exact level spacing, taken as the mean of the spacings to the levels above and below, by 0.008% with $D$ and by 0.34% without it, relative to that mean. The mean is the right reference for the frequency at the level itself; each one-sided spacing differs from it by 0.55%. Leaving out both the factor and the moment also gives close agreement, because in this model their first-order effects on the frequency at a given energy cancel.

The perturbative route needs no localised packet, and it shows the interband mixing that a one-band description hides. As given here it covers a uniform electric field alone, so it says nothing about $D$; the Landau-level count supplies that check for the Dirac model. The numerical output lists most of the values used.

## Calculated quantities

```
hbar*v = 0.30 eV nm; v = 4.558e+05 m/s
half gap = 30.0 meV; Fermi energy = 80.0 meV
Fermi wavevector = 0.2472 1/nm
electron density = 4.863e+11 cm^-2
conduction curvature at k=0 = -50.00 nm^2
conduction curvature at k_F = -2.637 nm^2
e/hbar at 1 T = 1.5193e-03 nm^-2
density factor D at 1 T, k=0 = 0.92404
density factor D at 1 T, k_F = 0.99599
velocity test: field = 10.0 V/cm, k = 0.0709 1/nm
  from Schroedinger eq. = 41.260 m/s
  from curvature = 41.257 m/s
volume test, B from 0 to 3.0 T:
  volume ratio = 1.252917; 1/D = 1.252917
density slope test: mu = 45 meV, kT = 5 meV
  dn/d(eB/hbar), Landau levels = -0.075803
  dn/d(eB/hbar), wave packets = -0.075803
    part from D = -0.024889
    part from orbital moment = -0.050915
cyclotron test: B = 0.2 T, level = 49.861 meV
  exact level spacing = 0.54849 meV
  relative error with D = -8.29e-05
  relative error without D = -3.43e-03
lattice test: lower-band Berry flux/2pi = 1
  states below gap, 12 cells, one flux quantum = 13
sigma_xy, filled lower cone = -0.50000 e^2/h
sigma_xy, conduction pocket = 0.31250 e^2/h
sigma_xy, intrinsic formula = -0.18750 e^2/h
sigma_xy, clean Green-function bubble = -0.18749 e^2/h
e^2/h = 38.7405 uS
sigma_xy, intrinsic = -7.264 uS
mobility = 2000 cm2/Vs; sigma_xx = 155.8 uS
intrinsic |sigma_xy|/sigma_xx = 0.0466
Neglected effects:
  sigma_xy with disorder ladder = -0.8461 e^2/h
  ladder total / intrinsic = 4.513
  temperature = 10 K; kT = 0.862 meV
  thermal change of sigma_xy = 0.038 %
  warping coefficient = 0.10 eV nm^3
  warping change of sigma_xy = -0.06 %
  broadening hbar/(2 tau) = 4.27 meV
  ordinary Hall size at 0.1 T = 3.12 uS
  tunnelling field (exponent 1) = 94.2 kV/cm
  tunnelling probability there, computed = 0.3678
  tunnelling exponent at 10 V/cm = 9425
```
